**Edge depths of kappa = -1 levels in a Dirac square well**

For a well of depth \(V_0\) and radius \(R\), in atomic units with speed of light \(c\), the program tests the level equation \(pR\cot pR=1-(1+qR)(E+V_0+c^2)/(E+c^2)\), where \(p\) is the inner wave number and \(q\) the outer decay constant. Level \(n\) appears at \(E=+c^2\) where \(pR\cot pR=-V_0/(2c^2)\), and dives at \(E=-c^2\) where \(V_0=c^2+\sqrt{c^4+n^2\pi^2c^2/R^2}\). The program asserts that the closed-form spinors satisfy the four-component Dirac equation, and that sampled energies and level counts agree with diagonalization on a staggered radial grid. The grid counts also bracket both edge depths for \(n=1\) and \(n=2\). Further assertions cover the monotonic fall of the ratio of lower to upper radial function at \(R\), the slope law \(dE/dV_0=-P_{\rm in}\) with \(P_{\rm in}\) the probability inside the well, the behaviour at both edges, and the wide-well expansion. For \(R=0.01\) angstrom the first level appears at 92416.5 eV and dives at 1314380.5 eV. The largest difference between the sampled energies and the extrapolated grid values is 0.0004 eV.

## Check in Python

```python
"""Dirac electron in a spherical square well, kappa = -1 (s1/2) states.

Potential: -V0 for r < R, zero outside (time component of a vector potential).
Atomic units inside the program; c is the speed of light, c2 = c*c the rest energy.
p, q: inner wave number and outer decay constant; x = p R.
Result under test:
  levels:      x cot x = 1 - (1 + q R)(E + V0 + c2)/(E + c2)
  appearance:  E = +c2 where x cot x = -V0/(2 c2), (n-1/2) pi < x < n pi
  dive:        E = -c2 where V0 = c2 + sqrt(c2^2 + (n pi c/R)^2)
Independent road: diagonalization of the radial Dirac operator on a staggered grid.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10   # in angstrom
c = 1.0 / const.fine_structure
c2 = c * c
R_ANG = 0.01
R = R_ANG / BOHR


def inner_energy(x, radius):
    """E + V0 for a given x = p R."""
    return np.sqrt(c2**2 + (c * x / radius)**2)


def depth(E, n, radius=R):
    """Depth V0 at which level n has energy E, from the matching equation."""
    q = np.sqrt((c2 - E) * (c2 + E)) / c

    def mismatch(x):
        W = inner_energy(x, radius)
        return ((E + c2) * (x * np.cos(x) - np.sin(x))
                + (W + c2) * (1 + q * radius) * np.sin(x)) / c2

    x = brentq(mismatch, (n - 0.5) * np.pi, n * np.pi, xtol=1e-14, rtol=1e-15)
    return inner_energy(x, radius) - E


def dive_depth(n):
    return c2 + np.sqrt(c2**2 + (n * np.pi * c / R)**2)


def level(V0, n):
    """Energy of level n at depth V0."""
    return brentq(lambda E: depth(E, n) - V0, -c2 * (1 - 1e-9), c2)


def wave_numbers(E, V0):
    return (np.sqrt((E + V0)**2 - c2**2) / c,
            np.sqrt((c2 - E) * (c2 + E)) / c)


def radial(r, E, V0):
    """Closed-form G and F, with G continuous at R."""
    p, q = wave_numbers(E, V0)
    if r <= R:
        G = np.sin(p * r)
        F = c / (E + V0 + c2) * (p * np.cos(p * r) - np.sin(p * r) / r)
    else:
        G = np.sin(p * R) * np.exp(-q * (r - R))
        F = -c / (E + c2) * (q + 1 / r) * G
    return G, F


def density(r, E, V0):
    G, F = radial(r, E, V0)
    return G * G + F * F


def inside_probability(E, V0):
    q = wave_numbers(E, V0)[1]
    inner = quad(lambda s: R * density(s * R, E, V0), 0, 1)[0]
    # logarithmic variable resolves both the 1/r tail and the exponential
    outer = quad(lambda t: R * np.exp(t) * density(R * np.exp(t), E, V0),
                 0, np.log(1 + 40 / (q * R)), limit=200)[0]
    return inner / (inner + outer)


def grid_levels(V0, per_radius, box_radii):
    """Gap eigenvalues: G on grid points, F on midpoints, G = 0 at the box wall."""
    h = R / per_radius
    j = np.arange(1, per_radius * box_radii + 1)
    mid = (j + 0.5) * h
    V_G = np.where(j < per_radius, -V0, 0.0)
    V_G[per_radius - 1] = -V0 / 2       # mean value at the jump
    V_F = np.where(j < per_radius, -V0, 0.0)
    diagonal = np.empty(2 * len(j))
    diagonal[0::2] = V_G + c2
    diagonal[1::2] = V_F - c2
    coupling = np.empty(2 * len(j))
    coupling[0::2] = c * (-1 / h - 1 / (2 * mid))
    coupling[1::2] = c * (1 / h - 1 / (2 * mid))
    return eigh_tridiagonal(diagonal, coupling[:-1], eigvals_only=True,
                            select="v", select_range=(-c2, c2))


# --- Closed-form spinors inserted in the full four-component Dirac equation ---
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = [np.kron(np.array([[0, 1], [1, 0]]), s) for s in sigma]
beta = np.diag([1, 1, -1, -1])
chi = np.array([0.6, 0.8j])


def spinor(point, E, V0):
    r = np.linalg.norm(point)
    G, F = radial(r, E, V0)
    sigma_r = np.tensordot(point / r, sigma, axes=1)
    return np.concatenate([G / r * chi, -1j * F / r * (sigma_r @ chi)])


E_try, V_try = 0.2 * c2, 0.9 * c2
dirac_residual = 0.0
for scale, potential in ((0.6, -V_try), (1.7, 0.0)):
    point = scale * R * np.array([2.0, -1.0, 2.0]) / 3
    psi = spinor(point, E_try, V_try)
    total = (beta * c2 + (potential - E_try) * np.eye(4)) @ psi
    step = 1e-4 * R
    for k in range(3):
        shift = step * np.eye(3)[k]
        slope = (spinor(point + shift, E_try, V_try)
                 - spinor(point - shift, E_try, V_try)) / (2 * step)
        total = total - 1j * c * alpha[k] @ slope
    dirac_residual = max(dirac_residual,
                         np.linalg.norm(total) / (c2 * np.linalg.norm(psi)))
assert dirac_residual < 1e-6

# --- Monotonic fall of F/G at R with depth, at fixed energy ---
def edge_ratio(V0):
    G, F = radial(R, E_try, V0)
    return F / G


dV = 1e-5 * c2
ratio_slope = (edge_ratio(V_try + dV) - edge_ratio(V_try - dV)) / (2 * dV)
integral = quad(lambda s: R * density(s * R, E_try, V_try), 0, 1)[0]
ratio_formula = -integral / (c * radial(R, E_try, V_try)[0]**2)
assert abs(ratio_slope / ratio_formula - 1) < 1e-6

# --- Energies against diagonalization, extrapolated in the grid spacing ---
sample_eV = (2e5, 3e5, 7e5, 1.1e6)
largest_difference = 0.0
for V_eV in sample_eV:
    V0 = V_eV / EV
    coarse = grid_levels(V0, 200, 30)
    fine = grid_levels(V0, 400, 30)
    extrapolated = (4 * fine[0] - coarse[0]) / 3
    largest_difference = max(largest_difference,
                             abs(extrapolated - level(V0, 1)))
    if V_eV == 1.1e6:
        second = (4 * fine[1] - coarse[1]) / 3
        largest_difference = max(largest_difference,
                                 abs(second - level(V0, 2)))
assert largest_difference < 1e-5 * c2

# --- Edge depths bracketed by the number of gap states on the grid ---
appear = [depth(c2, n) for n in range(1, 7)]
dive = [dive_depth(n) for n in range(1, 7)]


def grid_count(V0):
    return len(grid_levels(V0, 100, 400))


for n in (1, 2):
    Va, Vd = appear[n - 1], dive[n - 1]
    assert grid_count(1.03 * Va) - grid_count(0.97 * Va) == 1
    assert grid_count(1.005 * Vd) - grid_count(0.995 * Vd) == -1
    assert abs(depth(-c2 * (1 - 1e-10), n) / Vd - 1) < 1e-8

count_eV = (5e4, 3e5, 7e5, 1.25e6, 1.4e6)
counts = []
for V_eV in count_eV:
    V0 = V_eV / EV
    predicted = sum(a < V0 < d for a, d in zip(appear, dive))
    counts.append(grid_count(V0))
    assert counts[-1] == predicted

# --- Slope of the level equals minus the probability inside ---
V_show = 7e5 / EV
E_show = level(V_show, 1)
P_show = inside_probability(E_show, V_show)
dV = 1e-4 * c2
level_slope = (level(V_show + dV, 1) - level(V_show - dV, 1)) / (2 * dV)
assert abs(level_slope + P_show) < 1e-5

# --- Behaviour at the two edges ---
eps = 1e-8
E_top, E_bottom = c2 * (1 - eps), -c2 * (1 - eps)
P_top = inside_probability(E_top, depth(E_top, 1))
assert P_top < 1e-3
W_dive = dive[0] - c2
P_dive = W_dive / (2 * W_dive - c2)
P_bottom = inside_probability(E_bottom, depth(E_bottom, 1))
slope_bottom = -eps * c2 / (dive[0] - depth(E_bottom, 1))
# remaining differences are of order q R, about 4e-4 here
assert abs(P_bottom - P_dive) < 2e-3
assert abs(slope_bottom + P_dive) < 2e-3

# --- Shallow-well expansion of the first appearance depth ---
coefficient = 0.5 - np.pi**2 / 16
R_wide = 10 * R
a_wide = 1 / (c * R_wide)
V_wide = depth(c2, 1, R_wide)
measured = (V_wide * 8 * R_wide**2 / np.pi**2 - 1) / a_wide**2
assert abs(measured - coefficient) < 0.01

# --- Worked example ---
a = 1 / (c * R)
V_nonrel = np.pi**2 / (8 * R**2)
p_show, q_show = wave_numbers(E_show, V_show)
x_show = p_show * R
left = x_show / np.tan(x_show)
right = 1 - (1 + q_show * R) * (E_show + V_show + c2) / (E_show + c2)
x_appear = R * np.sqrt(appear[0] * (appear[0] + 2 * c2)) / c

print(f"well radius R = {R_ANG:.4f} angstrom")
print(f"reduced Compton length 1/c = {BOHR / c:.7f} angstrom")
print(f"a = 1/(cR) = {a:.6f} (no unit)")
print(f"rest energy c^2 = {c2 * EV:.1f} eV")
for n in (1, 2, 3):
    print(f"level {n}: appears at V0 = {appear[n-1] * EV:.1f} eV")
    print(f"level {n}: dives at V0 = {dive[n-1] * EV:.1f} eV")
print(f"level 1 appearance depth = {appear[0]:.2f} hartree")
print(f"level 1 dive depth = {dive[0]:.2f} hartree")
print(f"level 1 appearance: pR = {x_appear:.6f} rad")
print(f"level 1 appearance: -V0/(2c^2) = {-appear[0] / (2*c2):.6f} (no unit)")
print(f"nonrelativistic appearance depth = {V_nonrel * EV:.1f} eV")
print(f"with first correction = {V_nonrel*(1+coefficient*a*a)*EV:.1f} eV")
print(f"correction coefficient 1/2-pi^2/16 = {coefficient:.6f} (no unit)")
print(f"same coefficient from wide well = {measured:.6f} (no unit)")
for V_eV in sample_eV:
    print(f"V0 = {V_eV:.0f} eV: level 1 E = {level(V_eV/EV, 1)*EV:.1f} eV")
print(f"V0 = 1100000 eV: level 2 E = {level(1.1e6/EV, 2)*EV:.1f} eV")
print(f"largest energy difference from grid = {largest_difference*EV:.4f} eV")
print("level 1 at V0 = 700000 eV in full:")
print(f"  pR = {x_show:.6f} rad")
print(f"  qR = {q_show * R:.6f} (no unit)")
print(f"  pR cot pR = {left:.6f} (no unit)")
print(f"  right side = {right:.6f} (no unit)")
print(f"  probability inside = {P_show:.6f} (no unit)")
print(f"  dE/dV0 from differences = {level_slope:.6f} (no unit)")
for V_eV, number in zip(count_eV, counts):
    print(f"V0 = {V_eV:.0f} eV: bound kappa=-1 levels = {number}")
print(f"inside probability just below +c^2 = {P_top:.6f} (no unit)")
print(f"inside probability at dive, formula = {P_dive:.6f} (no unit)")
print(f"inside probability just above -c^2 = {P_bottom:.6f} (no unit)")
print(f"dE/dV0 just above -c^2 = {slope_bottom:.6f} (no unit)")
print(f"Dirac equation relative residual = {dirac_residual:.1e} (no unit)")
print("OK")
```

Printed output:

```
well radius R = 0.0100 angstrom
reduced Compton length 1/c = 0.0038616 angstrom
a = 1/(cR) = 0.386159 (no unit)
rest energy c^2 = 510999.0 eV
level 1: appears at V0 = 92416.5 eV
level 1: dives at V0 = 1314380.5 eV
level 2: appears at V0 = 569984.5 eV
level 2: dives at V0 = 1852016.5 eV
level 3: appears at V0 = 1147037.9 eV
level 3: dives at V0 = 2439687.2 eV
level 1 appearance depth = 3396.24 hartree
level 1 dive depth = 48302.59 hartree
level 1 appearance: pR = 1.626341 rad
level 1 appearance: -V0/(2c^2) = -0.090427 (no unit)
nonrelativistic appearance depth = 94007.5 eV
with first correction = 92369.5 eV
correction coefficient 1/2-pi^2/16 = -0.116850 (no unit)
same coefficient from wide well = -0.116816 (no unit)
V0 = 200000 eV: level 1 E = 466534.0 eV
V0 = 300000 eV: level 1 E = 394594.8 eV
V0 = 700000 eV: level 1 E = 47955.7 eV
V0 = 1100000 eV: level 1 E = -319673.8 eV
V0 = 1100000 eV: level 2 E = 133860.2 eV
largest energy difference from grid = 0.0004 eV
level 1 at V0 = 700000 eV in full:
  pR = 2.767917 rad
  qR = 2.578176 (no unit)
  pR cot pR = -7.059261 (no unit)
  right side = -7.059261 (no unit)
  probability inside = 0.909360 (no unit)
  dE/dV0 from differences = -0.909360 (no unit)
V0 = 50000 eV: bound kappa=-1 levels = 0
V0 = 300000 eV: bound kappa=-1 levels = 1
V0 = 700000 eV: bound kappa=-1 levels = 2
V0 = 1250000 eV: bound kappa=-1 levels = 3
V0 = 1400000 eV: bound kappa=-1 levels = 2
inside probability just below +c^2 = 0.000386 (no unit)
inside probability at dive, formula = 0.733170 (no unit)
inside probability just above -c^2 = 0.733278 (no unit)
dE/dV0 just above -c^2 = -0.733242 (no unit)
Dirac equation relative residual = 7.3e-09 (no unit)
OK
```
